# Why Metastable Ionization Lowers Electron Temperature as Argon Plasma Density Rises

## What scaling already decides

Consider a steady discharge with fixed gas density $n_g$ and fixed geometry. If electrons ionize ground-state atoms and ions leave at a frequency independent of density, both gain and loss are proportional to the electron density $n_e$. It cancels, and the balance fixes the electron temperature $T$ without reference to $n_e$.

Now add a metastable level of density $n_m$. Electrons create, ionize and otherwise destroy metastables at rates proportional to $n_e$. The wall quenches them at the rate $\nu_q n_m$, which does not contain $n_e$. Replace $n_e$ by $\lambda n_e$ and $\nu_q$ by $\lambda\nu_q$, keeping $n_m$ and $T$ fixed. Every term in both steady balances is multiplied by $\lambda$, so a solution remains a solution. Therefore

$$T=\mathcal T\!\left(\frac{n_e}{\nu_q}\right)$$

at fixed gas density, ion-loss geometry and rate coefficients. In dimensionless form the variable is $K_Ln_e/\nu_q$, where $K_L$ is the coefficient for all electron-driven metastable losses. If $\nu_q=0$, $n_e$ cancels from both balances and $T$ cannot depend on it. Stepwise ionization therefore needs a competing metastable loss that is not proportional to $n_e$ to produce a density-dependent temperature; in this model that loss is wall quenching. Scaling does not give the sign or size of the change; these require the rates.

## Three levels and their rates

The levels are the ground state $g$, a lumped metastable state $m$ at $E_m=11.5$ eV, and the ion $i$ at $I=15.8$ eV. Ionizing a metastable costs $I_m=I-E_m=4.3$ eV. These are argon energies rounded to 0.1 eV. Temperatures are energies, and formulas are in Gaussian units. Electrons are assumed Maxwellian, so each coefficient depends on $T$ alone.

For ionization, treat the bound electron as free and at rest. An incident electron has speed $v$, energy $E=mv^2/2$ and impact parameter $b$. The reduced mass is $m/2$, so Coulomb scattering gives

$$\tan\frac{\theta}{2}=\frac{e^2}{(m/2)v^2b}=\frac{e^2}{Eb}.$$

For equal masses the target leaves with speed $v\sin(\theta/2)$. The transferred energy is

$$\varepsilon=E\sin^2\frac{\theta}{2}=\frac{E}{1+(bE/e^2)^2}.$$

Ionization from a level with threshold $J$ requires $\varepsilon\ge J$, or $b^2\le(e^4/E^2)(E/J-1)$. With $\zeta$ effective electrons, the cross section is

$$\sigma=\zeta\pi b_{\max}^2=\frac{\zeta\pi e^4}{E}\left(\frac1J-\frac1E\right),\qquad E>J.$$

Put $u=E/T$ and $\bar v=\sqrt{8T/(\pi m)}$. The Maxwell average becomes $K=\bar v\int\sigma u e^{-u}du$. With $y=J/T$,

$$K=\frac{\zeta\pi e^4\bar v}{T}\int_y^\infty\left(\frac1J-\frac1{Tu}\right)e^{-u}du
=\frac{\zeta\pi e^4\bar v}{JT}\left[e^{-y}-yE_1(y)\right].$$

The bracket is the exponential integral $E_2(y)$. Setting $J=I$ gives $K_{gi}$, and $J=I_m$ gives $K_{mi}$. Planck's constant is absent because this ionization model is classical. Both steps use $\zeta=1$, a round choice whose importance is examined below.

Excitation has a constant cross section $\sigma_0$ above $E_m$. With $x=E_m/T$,

$$K_{gm}=\sigma_0\bar v\int_x^\infty ue^{-u}du=\sigma_0\bar v(1+x)e^{-x}.$$

The metastable weight is 6 and the ground-state weight is 1. In equilibrium $n_m/n_g=6e^{-x}$, so detailed balance requires $K_{mg}=K_{gm}e^x/6$. Electrons also transfer metastables to nearby radiating levels. This loss is represented by a constant $K_x$, with the emitted light assumed to escape. Hence

$$K_L=K_{mi}+K_{mg}+K_x.$$

## Wall quenching

Let metastables diffuse with coefficient $D$ between plates a distance $L$ apart, and let each wall collision quench with probability $\gamma$. With mean atomic speed $v_g$, the flux arriving at the wall is $n_mv_g/4+\Gamma/2$, where $\Gamma$ is the net flux. The absorbed flux is $\gamma$ times this, so

$$\Gamma\left(1-\frac{\gamma}{2}\right)=\frac{\gamma n_mv_g}{4},\qquad
\Gamma=an_m,\qquad a=\frac{\gamma v_g}{2(2-\gamma)}.$$

For rapid surface loss, the lowest diffusion mode decays in a time $L^2/(\pi^2D)$. For slow surface loss the density is nearly uniform, and two walls give the time $L/(2a)$. Adding the times interpolates between the limits:

$$\frac1{\nu_q}=\frac{L^2}{\pi^2D}+\frac{L}{2a}.$$

This was tested against the slab eigenvalue at four values of $\gamma$ from 0.001 to 1 and agreed within 5% of that eigenvalue. In the example below, $\gamma=1$ and the two times are 0.81 ms and 0.10 ms. Their sum gives $\nu_q\approx1100$ s$^{-1}$. The model treats the metastable profile as the lowest mode, although a real source can excite others.

## From the balances to a falling temperature

The steady metastable balance is

$$n_gK_{gm}n_e=n_m(K_Ln_e+\nu_q),$$

and therefore

$$n_m=\frac{n_gK_{gm}n_e}{K_Ln_e+\nu_q}.$$

At low density $n_m$ grows in proportion to $n_e$, because the wall removes most metastables. At high density both production and loss are electron-driven, so $n_m$ saturates at $n_gK_{gm}/K_L$. The losses are equal at

$$n_c=\frac{\nu_q}{K_L}.$$

Ions leave each plate at a flux $hn_e\sqrt{T/M}$, where $h$ is the edge-to-average density ratio. Two plates enclosing a width $L$ give $\nu_w=2h\sqrt{T/M}/L$. Equating ion production and loss and cancelling $n_e$ gives

$$n_g\left[K_{gi}+R\right]=\nu_w,\qquad
R=\frac{K_{mi}K_{gm}n_e}{K_Ln_e+\nu_q}.$$

At fixed $T$, raising $n_e$ raises $R$: each electron finds more metastables to ionize. Production would then exceed loss, so $T$ must change to restore balance.

To establish the direction, define the stepwise share $\phi=R/(K_{gi}+R)$, the electron share of metastable loss $s=K_Ln_e/(K_Ln_e+\nu_q)$, and the slopes $g_j=d\ln K_j/d\ln T$. Differentiating $\ln R$ gives

$$\frac{\partial\ln R}{\partial\ln n_e}=1-s,\qquad
\frac{\partial\ln R}{\partial\ln T}=g_{gm}+g_{mi}-sg_L.$$

Since $\nu_w\propto T^{1/2}$, differentiating the logarithm of the ion balance yields

$$0=\phi(1-s)\,d\ln n_e+B\,d\ln T,$$

$$B=(1-\phi)g_{gi}+\phi(g_{gm}+g_{mi}-sg_L)-\tfrac12.$$

Thus

$$\boxed{\frac{d\ln T}{d\ln n_e}=-\frac{\phi(1-s)}{B}}.$$

The numerator is positive when metastable ionization and wall quenching both act. The sign of $B$ follows from the rate formulas. Because $E_2'=-E_1$, each ionization slope is $-1/2+yE_1(y)/E_2(y)$. For positive $y$, $E_1>E_2$, so this slope exceeds $y-1/2$. Hence $g_{gi}>1/2$ for $T<I$, and $g_{mi}>0$ for $T<2I_m$.

Excitation has $g_{gm}=1/2+x^2/(1+x)>1/2$. The slope $g_L$ is a rate-weighted average of $g_{mi}$, the de-excitation slope $(1-x)/[2(1+x)]$, and zero for constant $K_x$. For $T<E_m$ the de-excitation slope is negative, so $g_L\le g_{mi}$. Since $0\le s\le1$ and $g_{mi}>0$, also $sg_L\le g_{mi}$. Both quantities averaged in $B$ therefore exceed $1/2$, and $B>0$.

Within this model, $T$ falls monotonically with $n_e$ whenever $T<2I_m=8.6$ eV, which is the stricter of the temperature conditions. The same positive slope $B$ means that the ion balance has at most one solution in that range.

## The two plateaus and the size of the fall

As $n_e\to0$, $R\to0$ and $T$ approaches $T_0$, defined by $n_gK_{gi}=\nu_w$. When $n_e\gg n_c$, it approaches $T_\infty$, defined by

$$n_g\left(K_{gi}+K_{gm}\frac{K_{mi}}{K_L}\right)=\nu_w.$$

The factor $K_{mi}/K_L$ is the probability that an electron-driven metastable loss is an ionization. Its value controls the benefit of the second step. If $K_x$ dominates $K_L$, the main exponential factors of $K_{gm}K_{mi}$ combine to $\exp[-(E_m+I_m)/T]=\exp(-I/T)$. The stepwise route then has the same total exponent as direct ionization; it helps as an added channel, not through a lower total energy. If ionization dominates $K_L$, the effective coefficient approaches $K_{gm}$, whose exponent contains only $E_m$. The possible temperature fall is then larger.

The size can be estimated without solving for $T_\infty$ again once its stepwise share $\phi_\infty$ is known. Direct ionization supplies the fraction $1-\phi$ of the ion loss. Since the loss is proportional to $\sqrt T$,

$$\frac{K_{gi}(T_\infty)/\sqrt{T_\infty}}{K_{gi}(T_0)/\sqrt{T_0}}=1-\phi_\infty.$$

The logarithmic slope of $K_{gi}/\sqrt T$ is $g_{gi}-1/2$. For a threshold well above $T$, it varies approximately as $1/T$. Write it as $GT_0/T$, with $G=g_{gi}(T_0)-1/2$. Integration gives

$$\ln(1-\phi_\infty)\approx\int_{T_0}^{T_\infty}\frac{GT_0}{T^2}dT
=G\left(1-\frac{T_0}{T_\infty}\right),$$

so

$$T_\infty\approx\frac{T_0}{1+G^{-1}\ln[1/(1-\phi_\infty)]}.$$

The logarithm and the large $G$ explain why a substantial change of ionization path can produce a modest temperature change.

## A worked argon model

Take $n_g=10^{15}$ cm$^{-3}$, $L=4$ cm, $h=0.2$, $M=40$ u and gas at 300 K. The other round parameters are $\sigma_0=2\times10^{-17}$ cm$^2$, $K_x=2\times10^{-7}$ cm$^3$/s, $D=2000$ cm$^2$/s and $\gamma=1$.

At the low-density limit, $K_{gi}=2.37\times10^{-11}$ cm$^3$/s. Multiplication by $n_g$ gives $2.37\times10^4$ s$^{-1}$, equal to $\nu_w$ at $T_0=2.33$ eV (27,000 K).

At the high-density limit the coefficients are $K_{gi}=1.53\times10^{-11}$, $K_{gm}=6.52\times10^{-11}$, $K_{mi}=2.70\times10^{-8}$ and $K_L=2.29\times10^{-7}$ cm$^3$/s. About 12% of electron-driven metastable losses are ionizations, and

$$K_{gm}\frac{K_{mi}}{K_L}\approx0.77\times10^{-11}\ \mathrm{cm^3/s}.$$

Adding direct ionization gives $2.30\times10^{-11}$ cm$^3$/s, which balances $\nu_w=2.30\times10^4$ s$^{-1}$ at $T_\infty=2.19$ eV (25,400 K). The stepwise share is $0.77/2.30\approx0.33$. With $G=6.60$, the estimate is

$$T_\infty\approx\frac{2.327}{1+0.407/6.595}\ \mathrm{eV}=2.192\ \mathrm{eV}.$$

The total fall is 0.135 eV, about 6% of $T_0$. The third decimal is kept here to resolve differences within the model, not to claim such accuracy for a reactor.

The crossover is $n_c=4.8\times10^9$ cm$^{-3}$, where 55% of the fall has occurred. The local slope there is $-0.015$, so doubling $n_e$ lowers $T$ by roughly 1%. Representative points are:

| $n_e$ (cm$^{-3}$) | $T$ (eV) | $\phi$ |
|---|---|---|
| $10^8$ | 2.324 | 0.01 |
| $10^9$ | 2.299 | 0.08 |
| $10^{10}$ | 2.230 | 0.25 |
| $10^{11}$ | 2.197 | 0.32 |
| $10^{12}$ | 2.193 | 0.33 |

The low-density end follows from the slope formula. There $s\to0$, $B\to G$ and $\phi\propto n_e$, so integration gives $T_0-T\approx T_0\phi/G$. At $10^8$ cm$^{-3}$ this is $2.33\times0.0098/6.60\approx0.0035$ eV, in agreement with the solved balance. At high density $1-s\approx n_c/n_e$, so the remaining distance to $T_\infty$ falls as $1/n_e$. It is 0.005 eV at $10^{11}$ and 0.0005 eV at $10^{12}$ cm$^{-3}$.

## What power does

Power enters through the energy balance. Per electron, the included costs are ionization, excitation and wall loss, less the energy returned by metastable de-excitation:

$$\frac{P}{n_e}=n_gK_{gi}I+n_gK_{gm}E_m+n_mK_{mi}I_m-n_mK_{mg}E_m+\nu_w\varepsilon_w.$$

Here $P$ is absorbed power per volume and $\varepsilon_w=T[5/2+\frac12\ln(M/2\pi m)]$ is the energy carried to the wall per electron-ion pair. This equation selects a point on the curve $T(n_e)$; the particle balances determine the curve itself.

Time-dependent solutions of the particle and energy equations tested this distinction. Raising the power from 0.1 to 100 mW/cm$^3$ raised $n_e$ from $3.6\times10^8$ to $4.5\times10^{11}$ cm$^{-3}$ and lowered $T$ from 2.32 to 2.19 eV. At 10 mW/cm$^3$, an artificial extra loss of 50 eV per ion reduced the density from $4.4\times10^{10}$ to $2.4\times10^{10}$ cm$^{-3}$. The temperature rose from 2.203 to 2.211 eV, but the new point lay on the same curve.

Two further tests isolated the cause. Without wall quenching, $T$ was 2.192 eV at both 1 and 100 mW/cm$^3$. Without metastable ionization, it was 2.327 eV at both powers, although electrons still excited metastables. Energy spent on excitation therefore does not cause the fall in this model.

The power-to-density conversion is less complete than the particle argument. It omits elastic losses, excitation to other levels and the energy change in the $K_x$ process. The quoted powers should not be used to size a source.

## How firm is the predicted size?

The size depends strongly on the atomic rates. Setting $K_x=0$ increases the total fall from 0.135 to 0.55 eV, because a much larger fraction of destroyed metastables is ionized. Trapped radiation can return some transferred atoms to the metastable level, reducing the effective $K_x$ and moving the result in this direction. Conversely, using $\zeta=6$ for ground-state ionization reduces the fall to 0.02 eV. Faster direct ionization leaves less for the second step to contribute. A larger $K_x$ acts the same way. Excitation of metastables to the 4p levels, which partly decay to the radiating levels, is not included in the value used here; raising $K_x$ to $4\times10^{-7}$ or $6\times10^{-7}$ cm$^3$/s reduces the fall to 0.08 or 0.06 eV. The sign is robust under the stated conditions; the magnitude is not.

The high-density plateau also rests on the escape of light. At the gas density and width used here, argon's resonance lines are strongly trapped, and the radiating levels decay at an effective rate of order $10^5$ s$^{-1}$. At $n_e=10^{12}$ cm$^{-3}$ the transfer rate $K_xn_e$ is $2\times10^5$ s$^{-1}$, and electrons can return atoms to the metastable level at a similar rate. The net loss then grows more slowly than $n_e$, and $T$ can keep falling below $T_\infty$. Adding one radiating level of the same weight, with decay rate $10^5$ s$^{-1}$, return coefficient $K_x$ and the same ionization and de-excitation coefficients as the metastable, lowers $T$ by about 0.03 eV at $10^{11}$ and 0.19 eV at $10^{12}$ cm$^{-3}$. The flat upper end of the table is a property of the model, not a prediction for real argon.

Collisions between two metastables can also ionize one atom while returning the other to the ground state. This pooling adds $K_pn_m^2/n_e$ to the ionization frequency and removes metastables at the rate $2K_pn_m^2$. At low density $n_m\propto n_e$, so its ionization frequency grows with $n_e$. After saturation it falls as $1/n_e$. A monotonic temperature curve is then no longer guaranteed.

With a round $K_p=10^{-9}$ cm$^3$/s, pooling lowers $T$ by 0.04 eV at both $10^9$ and $10^{10}$ cm$^{-3}$, a sizeable part of the original fall. The temperature is 2.189 eV at $10^{11}$ cm$^{-3}$, slightly below $T_\infty$, and rises to 2.192 eV at $10^{12}$ cm$^{-3}$. With this coefficient, pooling shifts the temperature by less than 0.01 eV at $10^{11}$ cm$^{-3}$ and by about 0.001 eV at $10^{12}$ cm$^{-3}$, although the small remaining slope can have the opposite sign, as the last two values show. A larger coefficient extends the influence of pooling to higher density. Near and below the crossover, the three-level result needs a pooling rate that has been shown to be small.

## What to do in a reactor model

First estimate $n_c=\nu_q/K_L$ and compare it with the operating density. For $n_e\ll n_c$, the stepwise coefficient is $R\approx K_{gm}K_{mi}n_e/\nu_q$. Direct ionization is the leading description if this is much smaller than $K_{gi}$ and pooling is also small. Near $n_c$, solve the metastable balance. For $n_e\gg n_c$, if pooling is small and light from the transferred atoms still escapes, the high-density-limit coefficient $K_{gi}+K_{gm}K_{mi}/K_L$ can replace a separate metastable equation in a steady model.

Surface condition matters mainly around the crossover; its effect vanishes in both density limits. Reducing $\gamma$ from 1 to 0.01 lowers $\nu_q$ to 48 s$^{-1}$ and $n_c$ to $2.1\times10^8$ cm$^{-3}$. Both fall by the same factor, as the opening scaling requires. At $n_e=10^9$ cm$^{-3}$, $T$ drops from 2.30 to 2.21 eV. The two limiting temperatures do not change. In the three-level model, less wall quenching thus makes the fall occur at lower density; it does not make the full fall larger. This statement excludes pooling, which is not small at $\gamma=0.01$. With $K_p=10^{-9}$ cm$^3$/s the pooling loss $2K_pn_m$ at $10^9$ cm$^{-3}$ is about four times $\nu_q$ and $T$ is 2.07 eV there. The curve passes through a minimum of 2.05 eV near $3\times10^8$ cm$^{-3}$, a fall of 0.28 eV against 0.14 eV for $\gamma=1$. With weakly quenching walls, pooling must be included.

Gas heating must be separated from this effect in a power scan. At high density, ask what gas density would restore $T_0$ despite stepwise ionization. Using the coefficients at $T_0$,

$$K_{gi}+K_{gm}\frac{K_{mi}}{K_L}
=(2.37+1.14)\times10^{-11}=3.51\times10^{-11}\ \mathrm{cm^3/s}.$$

The required density is $2.37\times10^4/(3.51\times10^{-11})\approx6.8\times10^{14}$ cm$^{-3}$. A 32% reduction in $n_g$ therefore cancels the whole fall if $h$ is unchanged. At constant pressure this corresponds to heating the gas from 300 K to about 440 K. In practice $h$ rises as $n_g$ falls; with $h\propto(3+L/2\lambda_i)^{-1/2}$ and an ion mean free path $\lambda_i\approx0.1$ cm at the starting density, a 24% reduction, or about 395 K, is enough. A measured temperature that stays flat with power does not by itself rule out metastable ionization; gas density should be measured or modelled as well.

For pulsed power, the steady curve applies only after the metastables have adjusted. At fixed $n_e$ and $T$, their balance relaxes in the time $1/(K_Ln_e+\nu_q)$. At $10^9$ cm$^{-3}$ this is about 0.75 ms, compared with an ion-loss time $1/\nu_w$ of about 0.04 ms. Shorter pulses require the time-dependent metastable equation.

The model also assumes a fixed gas density. At $10^{12}$ cm$^{-3}$ the metastable fraction is about $3\times10^{-4}$ and the ionized fraction is $10^{-3}$, so few atoms are missing from the ground state. Electron pressure matters more. There $n_eT$ is about $2.2\times10^{12}$ eV/cm$^3$, against $2.6\times10^{13}$ eV/cm$^3$ for the gas at 300 K. At fixed total pressure the electrons therefore displace 8–9% of the gas, which raises $T$ by about 0.03 eV at fixed $h$, or 0.04 eV if $h$ follows the gas density. This far exceeds the 0.0005 eV by which the three-level model still lies above $T_\infty$ at that density, so the fixed-gas curve should not be applied there without correcting $n_g$. Non-Maxwellian electrons are a separate concern: they change the rate coefficients and can make those coefficients depend on $n_e$, which removes the basis of the simple scaling. In the worked example this limit covers the whole range of the fall. For an electron of energy $E$ above $E_m$, the ratio of the excitation frequency to the rate at which electron-electron collisions change its energy by $T$ is $n_g\sigma_0ET/(2\pi n_ee^4\ln\Lambda)$. At $E=13$ eV this is about 70 at the crossover, 4 at $10^{11}$ and 0.4 at $10^{12}$ cm$^{-3}$. Coulomb collisions alone therefore do not keep the tail Maxwellian at these densities, and a comparison with real argon needs the computed or measured energy distribution. The remaining values are in the numerical output below.

## Numbers as computed

```
Levels E_m, I, I-E_m: 11.5, 15.8, 4.3 eV
Ion mass: 40 u
Gas density: 1.0e+15 cm^-3; gas temperature: 300 K
Gap L: 4.0 cm; edge ratio h: 0.2
Excitation cross section: 2.0e-17 cm^2
Mixing loss K_x: 2.0e-07 cm^3/s
Diffusion coefficient D: 2000 cm^2/s
Mean gas speed: 3.985e+04 cm/s
nu_q, formula (gamma=1): 1097.8 s^-1
nu_q, slab eigenvalue (gamma=1): 1118.8 s^-1
Two-electron test, energy transfer/predicted: 0.99991
T_0: 2.3272 eV = 27006 K
  K_gi, K_gm: 2.369e-11, 8.667e-11 cm^3/s
  K_mi, K_mg, K_L: 3.046e-08, 2.022e-09, 2.325e-07 cm^3/s
  nu_w: 2.369e+04 s^-1
T_inf: 2.1921 eV = 25438 K
  K_gi, K_gm: 1.530e-11, 6.520e-11 cm^3/s
  K_mi, K_mg, K_L: 2.702e-08, 2.063e-09, 2.291e-07 cm^3/s
  nu_w: 2.299e+04 s^-1
Total fall T_0-T_inf: 0.1352 eV
Stepwise share at T_inf: 0.3345
Steepness g_gi(T_0)-1/2: 6.595
Estimated T_inf: 2.1919 eV
Crossover n_c: 4.761e+09 cm^-3; T there: 2.2522 eV
Fraction of fall done at n_c: 0.555
dlnT/dln n_e at n_c: -0.01475
n_e [cm^-3], T [eV], n_m [cm^-3], phi, T with pooling [eV]:
  1e+08  2.3237  7.678e+09  0.0098  2.3154
  1e+09  2.2990  6.160e+10  0.0778  2.2582
  1e+10  2.2295  2.083e+11  0.2513  2.1912
  1e+11  2.1971  2.745e+11  0.3238  2.1894
  1e+12  2.1926  2.836e+11  0.3334  2.1917
Pooling coefficient used: 1.0e-09 cm^3/s
Power [mW/cm^3], n_e [cm^-3], T [eV] from time evolution:
  0.1  3.607e+08  2.3155
  1.0  4.002e+09  2.2580
  10.0  4.433e+10  2.2029
  100.0  4.514e+11  2.1932
10 mW/cm^3 with 50 eV extra loss per ion: 2.416e+10 cm^-3, 2.2106 eV
No wall quenching, T at 1 and 100 mW/cm^3: 2.1921, 2.1921 eV
No metastable ionization, same powers: 2.3272, 2.3272 eV
gamma=0.01: nu_q 48.11 s^-1, n_c 2.086e+08 cm^-3
gamma=0.01: T at n_e=1e9 cm^-3: 2.2115 eV
Total fall with K_x=0: 0.5522 eV
Total fall with zeta=6 for ground: 0.0199 eV
```
